# BLM scale setting for electron loops in the muon anomaly

## Problem

At one loop the muon anomaly is $a=\alpha/2\pi$. Its leading electron-loop correction comes from inserting an electron bubble into the virtual photon. The Brodsky–Lepage–Mackenzie (BLM) prescription keeps the one-loop coefficient $1/2\pi$ and chooses the argument of the coupling so that this correction is absorbed.

Let $m$ be the muon mass, $m_e\ll m$ the electron mass, and $\alpha$ the coupling measured at zero momentum transfer. For a spacelike photon momentum $k$, with $Q^2=-k^2>0$, let $\alpha_{\rm eff}(Q)$ be $\alpha$ multiplied by the geometric series of one-loop electron bubbles.

1. Find $Q^*$ such that $\alpha_{\rm eff}(Q^*)/2\pi$ contains the electron-loop term of order $\alpha^2$, up to corrections that vanish as $m_e/m\to0$.
2. Find the scale $\mu^*$ that does the same for the one-loop $\overline{\rm MS}$ coupling with the electron as the one active fermion.
3. Evaluate both scales for the physical masses and find what is left over.

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, $e^2=4\pi\alpha$, and $\hat a=\gamma^\mu a_\mu$.

## Hints

**Hint 1.** Give the photon a mass $\lambda$ and compute the anomaly. A photon with an electron bubble is a superposition of massive photons.

**Hint 2.** Write the result as an average over spacelike momenta. The bubble then appears under the integral at a definite $Q^2$.

**Hint 3.** At large $Q$ the bubble is linear in $\ln Q^2$, so averaging it requires only the average of the logarithm.

**Hint 4.** Keep the bubble in $d=4-2\varepsilon$ dimensions until both couplings have been defined. Their relation can then be read off.

## Solution

### The anomaly from a massive photon

Let the muon go from $p$ to $p'=p+q$. In Feynman gauge the factors $(-ie)^2$, $-i$ from the photon and $i^2$ from the muon lines multiply to $-ie^2$:

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{\gamma^\nu(\hat k'+m)\gamma^\mu(\hat k+m)\gamma_\nu}{(k^2-m^2)(k'^2-m^2)[(k-p)^2-\lambda^2]},\quad k'=k+q.$$

Propagator terms proportional to the photon momentum can be dropped. Between on-shell spinors, $\hat k-\hat p$ acts as $\hat k-m$ and cancels the adjacent muon propagator. The same happens on the other side, which leaves a multiple of $\gamma^\mu$ and no anomaly.

Assign Feynman parameters $x_1,x_2,z$, with sum 1, to the three denominators in order. With $l=k+x_2q-zp$, the combined denominator at $q^2=0$ is $(l^2-M^2)^3$, where $M^2=(1-z)^2m^2+z\lambda^2$. Here $2p\cdot q=-q^2=0$ was used.

The numerator is

$$N^\mu=-2\hat k\gamma^\mu\hat k'+4m(k+k')^\mu-2m^2\gamma^\mu .$$

Terms linear in $l$ integrate to zero, and quadratic ones give $\gamma^\mu$. The anomaly therefore comes from the $l$-free part proportional to $P^\mu=(p+p')^\mu$. Setting $l=0$ and using the Dirac equation at the outer ends gives

$$\hat k\to zm-(1-x_1)\hat q,\qquad \hat k'\to zm+(1-x_2)\hat q .$$

Between the spinors,

$$\gamma^\mu\hat q=2p'^\mu-2m\gamma^\mu,\qquad \hat q\gamma^\mu=2m\gamma^\mu-2p^\mu ,$$

while $\hat q\gamma^\mu\hat q=2q^\mu\hat q-q^2\gamma^\mu$ gives only $\gamma^\mu$, since $\hat q\to0$. Hence

$$\hat k\gamma^\mu\hat k'\to 2zm[(1-x_2)p'^\mu+(1-x_1)p^\mu]+(\gamma^\mu\text{ terms}).$$

The denominator is symmetric in $x_1,x_2$, so each may be replaced by its average $(1-z)/2$. The bracket becomes $(1+z)P^\mu/2$. Similarly, $k+k'=2zp+(1-2x_2)q\to zP$. The coefficient of $P^\mu$ in $N^\mu$ is thus

$$4mz-2mz(1+z)=2mz(1-z).$$

The Feynman formula carries a factor 2, and

$$\int\frac{d^4l}{(2\pi)^4}\frac1{(l^2-M^2)^3}=-\frac{i}{32\pi^2M^2}.$$

The prefactor is therefore $-ie^2\cdot2\cdot(-i)/(32\pi^2M^2)=-\alpha/(4\pi M^2)$. The Gordon identity replaces $P^\mu$ by $2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$, so the two minus signs cancel. The anomaly is $F_2(0)$, defined by the vertex term $i\sigma^{\mu\nu}q_\nu F_2/2m$. Integration over $x_1$ gives a factor $1-z$. With $x=1-z$,

$$a(\lambda^2)=\frac{\alpha}{\pi}\int_0^1dx\,\frac{x^2(1-x)m^2}{x^2m^2+(1-x)\lambda^2}
=\frac{\alpha}{\pi}\int_0^1dx\,(1-x)\frac{Q_x^2}{Q_x^2+\lambda^2},$$

$$Q_x^2=\frac{x^2m^2}{1-x}.$$

For $\lambda=0$ this is $\alpha/2\pi$.

A massive propagator is the massless one times a factor:

$$\frac1{k^2-\lambda^2}=\frac1{k^2}\,\frac{Q^2}{Q^2+\lambda^2}.$$

By linearity, if the massless propagator is multiplied by a superposition $f(Q^2)$ of such factors, then

$$a=\frac{\alpha}{\pi}\int_0^1dx\,(1-x)f(Q_x^2).\tag{1}$$

### The electron bubble and the two couplings

Write the bubble as $i(k^2g^{\mu\nu}-k^\mu k^\nu)\Pi$, the form required by current conservation. The dressed propagator then contains $1/[k^2(1-\Pi)]$. The closed loop gives a minus sign:

$$i(k^2g^{\mu\nu}-k^\mu k^\nu)\Pi=-e_0^2\int\!\frac{d^dl}{(2\pi)^d}\frac{{\rm tr}[\gamma^\mu(\hat l+m_e)\gamma^\nu(\hat l+\hat k+m_e)]}{(l^2-m_e^2)[(l+k)^2-m_e^2]} .$$

Combine the denominators with parameter $z$ and shift $l\to l-zk$. The $k^\mu k^\nu$ part of the trace is $-8z(1-z)k^\mu k^\nu$. The denominator is $(l^2-M_z^2)^2$, with $M_z^2=m_e^2+wQ^2$ and $w=z(1-z)$. The integral of its inverse is $i\Gamma(\varepsilon)M_z^{-2\varepsilon}/(4\pi)^{d/2}$, so

$$\Pi=-\frac{8e_0^2}{(4\pi)^{d/2}}\Gamma(\varepsilon)\int_0^1dz\,w\,M_z^{-2\varepsilon}.$$

Let $\alpha_0=(e_0^2/4\pi)\,(4\pi e^{-\gamma_E})^\varepsilon\mu^{-2\varepsilon}$, which is dimensionless; $\gamma_E$ is Euler's constant. Expanding in $\varepsilon$ gives

$$\frac1{\alpha_{\rm eff}(Q)}=\frac{1-\Pi}{\alpha_0}
=\frac1{\alpha_0}+\frac2\pi\int_0^1dz\,w\left[\frac1\varepsilon-\ln\frac{M_z^2}{\mu^2}\right].$$

The $\overline{\rm MS}$ coupling absorbs the pole alone. Since $\int w\,dz=1/6$, this means $1/\alpha_{\overline{\rm MS}}(\mu)=1/\alpha_0+1/(3\pi\varepsilon)$, and

$$\frac1{\alpha_{\rm eff}(Q)}=\frac1{\alpha_{\overline{\rm MS}}(\mu)}-\frac2\pi\int_0^1dz\,w\ln\frac{M_z^2}{\mu^2}.\tag{2}$$

At $Q=0$ the left side is $1/\alpha$, which gives

$$\frac1{\alpha_{\overline{\rm MS}}(\mu)}=\frac1\alpha-\frac1{3\pi}\ln\frac{\mu^2}{m_e^2}.$$

Subtracting the $Q=0$ case from (2) gives

$$\alpha_{\rm eff}(Q)=\frac{\alpha}{1-\alpha D(Q^2)/\pi},\qquad
D(Q^2)=2\int_0^1dz\,w\ln\left(1+\frac{wQ^2}{m_e^2}\right).$$

For $Q\gg m_e$ we need

$$\int_0^1dz\,w\ln w=2\int_0^1dz\,(z-z^2)\ln z=2\left(-\frac14+\frac19\right)=-\frac5{18}.$$

Therefore

$$D(Q^2)\simeq\frac13\left(\ln\frac{Q^2}{m_e^2}-\frac53\right).\tag{3}$$

### Choosing the scale

The bubble has the form needed for (1), because

$$\ln\left(1+\frac{wQ^2}{m_e^2}\right)=\int_{m_e^2/w}^{\infty}\frac{ds}{s}\,\frac{Q^2}{Q^2+s}.$$

To first order the propagator is multiplied by $1+\alpha D/\pi$. The electron-loop contribution is thus $(\alpha/\pi)^2A$, with

$$A=\int_0^1dx\,(1-x)D(Q_x^2)=\frac12\langle D\rangle,$$

where $\langle\cdots\rangle$ uses the normalized weight $2(1-x)$. On the other side,

$$\frac{\alpha_{\rm eff}(Q^*)}{2\pi}=\frac{\alpha}{2\pi}+\left(\frac{\alpha}{\pi}\right)^2\frac{D(Q^{*2})}{2}+\dots$$

The two agree at order $\alpha^2$ if $D(Q^{*2})=\langle D\rangle$. With (3), this means that $\ln Q^{*2}$ is the mean of $\ln Q_x^2$. Variation 1 shows that the region $Q_x\sim m_e$, where (3) fails, contributes only at order $m_e/m$.

The required integrals are

$$\int_0^1dx\,(1-x)\ln x=-1+\frac14=-\frac34,\qquad \int_0^1dx\,(1-x)\ln(1-x)=-\frac14.$$

Hence

$$\left\langle\ln\frac{Q_x^2}{m^2}\right\rangle=2\left[2\left(-\frac34\right)+\frac14\right]=-\frac52,
\qquad Q^*=m\,e^{-5/4}.$$

The scale is a geometric mean of the photon momenta in this representation. It is independent of $m_e$ in the stated limit. With $L=\ln(m/m_e)$,

$$A\simeq\frac16\left(2L-\frac52-\frac53\right)=\frac L3-\frac{25}{36}.$$

For the second coupling, neglect $m_e^2$ against $Q^2$ in (2):

$$\frac1{\alpha_{\rm eff}(Q)}\simeq\frac1{\alpha_{\overline{\rm MS}}(\mu)}-\frac1{3\pi}\left(\ln\frac{Q^2}{\mu^2}-\frac53\right).$$

The couplings are equal when $\mu=Qe^{-5/6}$. Since $5/4+5/6=25/12$,

$$\mu^*=m\,e^{-25/12}.$$

The factor $e^{-5/6}$ is a difference of scheme. It does not mean that the photon momenta are smaller.

### Physical masses

Take $m=105.658$ MeV, $m_e=0.510999$ MeV and $1/\alpha=137.035999$. Then

$$Q^*=0.286505\,m=30.27\ {\rm MeV},\qquad \mu^*=0.124514\,m=13.16\ {\rm MeV}.$$

The bubble integral, evaluated by Gauss–Legendre quadrature, is $D(Q^{*2})=2.16608$. This gives

$$\frac1{\alpha_{\rm eff}(Q^*)}=137.0360-\frac{2.16608}{\pi}=136.3465.$$

The logarithmic formula gives $1/\alpha_{\overline{\rm MS}}(\mu^*)=136.3467$. The small difference is a power correction. Expanding $D$ one order beyond (3) adds $2m_e^2/Q^2$, and with $Q^*/m_e=59.24$ this changes the inverse coupling by $2/(59.24^2\pi)\simeq0.0002$.

Numerical integration of $A$ with the full $D$ gives $1.0943$. The part of this coefficient not absorbed depends on the coupling used in $\alpha/2\pi$:

- $\alpha_{\rm eff}(m)$ leaves $-0.405$.
- $\alpha_{\overline{\rm MS}}(m)$ leaves $-0.683$.
- $\alpha_{\rm eff}(Q^*)$ leaves $1.0943-2.1661/2=0.0112$, about 1% of $A$.

In the anomaly itself, one bubble contributes $5.904\times10^{-6}$. Replacing $\alpha$ by $\alpha_{\rm eff}(Q^*)$ in $\alpha/2\pi$ shifts it by $5.873\times10^{-6}$, which also includes longer bubble chains.

These numbers are not a full prediction of the anomaly. Pure photon corrections and vacuum polarization by muons, tau leptons and hadrons enter at order $\alpha^2$ with their own coefficients. From order $\alpha^3$ there are also light-by-light graphs and two-loop vacuum polarization, which this one-loop coupling does not contain.

## Variation 1: a finite electron mass

**Question.** What is the leading mass correction to $A$, and how does it move the matching scale?

**Solution.** The difference between $D$ and its asymptotic form (3) is

$$2\int_0^1dz\,w\ln\left(1+\frac{m_e^2}{wQ^2}\right).$$

It matters for $Q_x\sim m_e$, hence for $x\sim m_e/m$, where $1-x\simeq1$ and $Q_x\simeq xm$. Put $x=(m_e/m)\,u$. Integration by parts gives

$$\int_0^\infty du\,\ln\left(1+\frac1{wu^2}\right)=\frac{\pi}{\sqrt w},$$

so that

$$\delta A=\frac{m_e}{m}\,2\pi\int_0^1dz\,\sqrt{z(1-z)}=\frac{\pi^2}{4}\frac{m_e}{m},$$

because the last integral is the area $\pi/8$ of a half-disc of radius $1/2$. For the physical masses $\delta A=0.0119$. This exceeds the remainder $0.0112$ by $0.0007$. The difference is a net negative correction of higher order in $m_e/m$, of which $-m_e^2/Q^{*2}\simeq-0.0003$ comes from the power term in $D(Q^{*2})/2$.

Since $D/2$ changes by $\delta\ln Q/3$, absorbing the remainder requires $\delta\ln Q=3\times0.0112\simeq0.034$. Solving $D(Q^2)=2A$ by root search gives $Q=31.31$ MeV instead of $30.27$ MeV.

## Variation 2: two bubbles in the photon line

**Question.** Does the same $Q^*$ absorb the chain of two electron bubbles at order $\alpha^3$?

**Solution.** The propagator factor is now $(\alpha D/\pi)^2$. Products of massive-photon factors are again superpositions of them:

$$\frac{Q^4}{(Q^2+s)(Q^2+s')}=\frac1{s-s'}\left[\frac{sQ^2}{Q^2+s}-\frac{s'Q^2}{Q^2+s'}\right].$$

Equation (1) therefore applies, and the coefficient of $(\alpha/\pi)^3$ is $B=\frac12\langle D^2\rangle$. The effective charge supplies $\frac12D(Q^{*2})^2$, which for $m_e\ll m$ is $\frac12\langle D\rangle^2$. What is missing is half the variance of $D$. By (3) this is $V/18$, where $V$ is the variance of $\ell=2\ln x-\ln(1-x)$.

The averages needed are

$$\langle\ln^2x\rangle=2\left(2-\frac14\right)=\frac72,\qquad \langle\ln^2(1-x)\rangle=\frac12.$$

For the mixed term, the symmetry $x\leftrightarrow1-x$ replaces the weight $2(1-x)$ by 1. Expanding $\ln(1-x)$ in powers of $x$ then gives

$$\langle\ln x\ln(1-x)\rangle=\sum_{n=1}^\infty\frac1{n(n+1)^2}
=\sum_{n=1}^\infty\left[\frac1n-\frac1{n+1}-\frac1{(n+1)^2}\right]=2-\frac{\pi^2}{6}.$$

Thus

$$V=4\cdot\frac72-4\left(2-\frac{\pi^2}{6}\right)+\frac12-\left(\frac52\right)^2=\frac{2\pi^2}{3}+\frac14=6.830.$$

The single scale reproduces the terms with $L^2$ and $L$ in this chain, but misses the constant $V/18=0.379$. For the physical masses, numerical integration gives $B=2.719$, while $\alpha_{\rm eff}(Q^*)$ supplies $2.346$. The remainder, $0.373$, differs from $V/18$ by finite-mass terms. A scale that is a fixed multiple of $m$ matches the mean of the logarithm but not the spread of photon momenta. Absorbing $V/18$ as well requires a shift that depends on $\alpha$: since $D/2$ changes by $\delta\ln Q/3$, the condition $(\alpha/\pi)^2\,\delta\ln Q/3=(\alpha/\pi)^3V/18$ gives $\delta\ln Q=(\alpha/\pi)V/6\simeq0.0026$ for $m_e\ll m$.
